\section*{Constrained-DFT Forces and Wu-Van Voorhis Coupling on Two Sites}

\section{The constraint and its multiplier}

\textbf{Q.} You want the energy of a system whose charge is held on one fragment. The unconstrained density will not stay there. What are you minimizing?

\textbf{A.} The usual density functional $E[\rho;R]$, nuclear repulsion included, over densities with a prescribed fragment population:
\begin{equation}
\int w(\mathbf r;R)\,\rho(\mathbf r)\,d\mathbf r=N_c .
\end{equation}
The weight $w$ lies between 0 and 1, is near 1 on the chosen fragment, and moves with the nuclear coordinate $R$. I impose the condition through
\begin{equation}
W=E[\rho;R]+V\Big(\int w\rho\,d\mathbf r-N_c\Big).
\label{W}
\end{equation}
This fixes the sign of $V$: a negative $V$ attracts electrons to the fragment. With $\mu$ the multiplier for the total electron number, stationarity reads
\begin{equation}
\frac{\delta E}{\delta\rho(\mathbf r)}+V\,w(\mathbf r;R)=\mu .
\label{stat}
\end{equation}
In Kohn-Sham form, $Vw$ is added to the effective potential.

\textbf{Q.} Then $V$ is a knob that you turn until the population is right. Does it mean anything?

\textbf{A.} It is an energy slope. Change $N_c$ at fixed $R$. The density changes by $\delta\rho$, with $\int\delta\rho\,d\mathbf r=0$ and $\int w\,\delta\rho\,d\mathbf r=dN_c$. From \eqref{stat},
\begin{equation}
dE=\int(\mu-Vw)\,\delta\rho\,d\mathbf r=-V\,dN_c
\quad\Rightarrow\quad V=-\frac{dE}{dN_c}.
\label{slope}
\end{equation}

\textbf{Q.} Could the search for $V$ land on a false solution?

\textbf{A.} Let $W(V)$ be \eqref{W} minimized over $\rho$ at given $V$. For each density, \eqref{W} is linear in $V$. The minimum of a sum is at least the sum of the minima, so for $0\le\lambda\le1$
\begin{equation}
W(\lambda V_1+(1-\lambda)V_2)\ge\lambda W(V_1)+(1-\lambda)W(V_2).
\end{equation}
Thus $W(V)$ is concave. Its slope is $\int w\rho\,d\mathbf r-N_c$, because the change of $\rho$ does not contribute at a minimum. A zero of the slope is therefore a maximum of $W(V)$. This assumes that the lowest density is found at each $V$; a self-consistent cycle caught in a higher solution loses the guarantee. Concavity also does not ensure that a zero exists. Where $E(N_c)$ is not convex, the population of the minimizer jumps across $N_c$ at a kink of $W(V)$, and the maximum of $W$ lies below $E(N_c)$. In the two-site model below this happens for $U<-2t$: with $t=0.5$ eV, $s=0.05$ and $U=-2$ eV the population jumps from $0.89$ to $0.11$.

\section{The force}

\textbf{Q.} When a nucleus moves, the weight, the density and $V$ all change. Surely the force needs the response of each.

\textbf{A.} Write out every contribution, at fixed $N_c$ and in a basis that does not move:
\begin{align}
\frac{dW}{dR}={}&\frac{\partial E}{\partial R}\Big|_\rho
+V\int\rho\,\frac{\partial w}{\partial R}\,d\mathbf r
+\int\Big(\frac{\delta E}{\delta\rho}+Vw\Big)\frac{\partial\rho}{\partial R}\,d\mathbf r\nonumber\\
&+\frac{dV}{dR}\Big(\int w\rho\,d\mathbf r-N_c\Big).
\end{align}
By \eqref{stat} the third term is $\mu\int(\partial\rho/\partial R)\,d\mathbf r=0$, since the electron number is fixed. The fourth vanishes because the constraint holds. For the same reason $W=E$ at every $R$, so
\begin{equation}
F=-\frac{dE}{dR}=-\frac{\partial E}{\partial R}\Big|_\rho
-V\int\rho\,\frac{\partial w}{\partial R}\,d\mathbf r .
\label{force}
\end{equation}
The multiplier times the weight derivative is the additional force, not the whole force. If $N_c$ itself depended on $R$, \eqref{W} would add $+V\,dN_c/dR$ to $F$. If the basis moves with the atoms, its motion must be included in the derivatives of the matrix elements.

\textbf{Q.} The constraint is my invention. Why should nuclei feel it? I would keep the first term and drop the second.

\textbf{A.} Then an isolated system would push itself along. Take an external potential $v$ and a weight that both translate with the nuclei $X_j$, so $\sum_j\partial v/\partial X_j=-\partial_xv$, and likewise for $w$. Nuclear pair forces cancel in the sum, leaving
\begin{equation}
\sum_jF_j=\int\rho\,\partial_x(v+Vw)\,d\mathbf r .
\end{equation}
Now shift the density alone, $\delta\rho=-a\,\partial_x\rho$. The kinetic and electron-electron energies do not change, so stationarity of $W$ requires $\int(v+Vw)\,\partial_x\rho\,d\mathbf r=0$. Integration by parts turns this into $\sum_jF_j=0$. The balance needs both terms.

A one-dimensional example in atomic units shows the sizes. One electron moves in two wells $-[(x-X_j)^2+1]^{-1/2}$ at $X_{1,2}=\mp1.5$ bohr, with a model term $\tfrac K2\int\rho^2dx$, $K=0.5$ hartree\,bohr, and no repulsion between the wells. The left weight is
\begin{equation}
w=\frac1{1+\exp\{a[(x-X_1)^2-(x-X_2)^2]\}},\quad a=0.3\ \text{bohr}^{-2},
\end{equation}
and $N_c=0.8$. I solved this on 121 points between $\pm12$ bohr by self-consistent diagonalization, with a root search for $V$, which gave $V=-0.557$ hartree. The grid error is one or two units in the last digit shown. In hartree/bohr, explicit part first,
\begin{align}
F_1&=0.0287+0.0313=0.0600,\\
F_2&=-0.1246+0.0646=-0.0600 .
\end{align}
The wells attract each other. The explicit parts alone sum to $-0.0958$, a spurious net pull to the left.

\section{Two sites}

\textbf{Q.} On a grid everything is hidden in integrals. Can I see the force in closed form?

\textbf{A.} Take one electron and two real orthonormal orbitals $\phi_1,\phi_2$ that are mirror images. Let the weight and its mirror image add to 1, and let $w_{11}=1-s$, where $s<\tfrac12$ is the spill into the other fragment. Reflection gives $w_{22}=1-w_{11}=s$. The product $\phi_1\phi_2$ is unchanged by reflection, so
\begin{equation}
w_{12}=\int\phi_1\phi_2(1-w)\,d\mathbf r=0-w_{12}\quad\Rightarrow\quad w_{12}=0 .
\end{equation}
The model is then
\begin{equation}
h=\begin{pmatrix}\Delta/2&-t\\-t&-\Delta/2\end{pmatrix},\quad
w=\begin{pmatrix}1-s&0\\0&s\end{pmatrix},\quad
E=\langle h\rangle+\frac U2(n_1^2+n_2^2),
\end{equation}
with $t>0$. A single electron does not repel itself, so $U=0$ is the correct case; $U>0$ imitates the self-interaction error of an approximate functional.

Let $p=n_1-n_2$, so $n_{1,2}=(1\pm p)/2$. The population is
\begin{equation}
N=(1-s)\frac{1+p}2+s\,\frac{1-p}2=\frac12+\frac{(1-2s)p}2,\quad
p=\frac{2N-1}{1-2s}.
\label{pN}
\end{equation}
Because $|p|\le1$, only $s\le N\le1-s$ can be reached. The lowest state has amplitudes of equal sign, and $2\sqrt{n_1n_2}=\sqrt{1-p^2}$. With $n_1^2+n_2^2=(1+p^2)/2$,
\begin{equation}
E=\frac{\Delta p}2-t\sqrt{1-p^2}+\frac U4(1+p^2).
\label{Ep}
\end{equation}
From \eqref{slope} and $dp/dN=2/(1-2s)$,
\begin{equation}
V=-\frac2{1-2s}\Big[\frac\Delta2+\frac{tp}{\sqrt{1-p^2}}+\frac{Up}2\Big].
\label{V}
\end{equation}

Let $t$ and $s$ depend on the site distance $R$, with $\Delta$ and $U$ constant. At fixed amplitudes, $\partial E/\partial R=-t'\sqrt{1-p^2}$ and $\partial N/\partial R=-s'p$. Equation \eqref{force} becomes
\begin{equation}
F=t'\sqrt{1-p^2}+V s'p .
\label{F2}
\end{equation}

\textbf{Q.} You used the theorem. Differentiate \eqref{Ep} directly and see whether it agrees.

\textbf{A.} At fixed $N$, \eqref{pN} gives $dp/dR=2s'(2N-1)/(1-2s)^2=2s'p/(1-2s)$. The force through $p$ is
\begin{equation}
-\frac{dE}{dp}\,\frac{dp}{dR}=-\frac2{1-2s}\,\frac{dE}{dp}\,s'p=Vs'p ,
\end{equation}
which is the second term of \eqref{F2}. It is minus the energy change, per unit $R$, that comes from the polarization adjusting to the changed weight.

For numbers I choose $t=0.5\,e^{-(R-4)}$ eV and $s=0.05\,e^{-1.5(R-4)}$, with $R$ in \AA, and $\Delta=0.4$ eV, $U=1$ eV, $N=0.9$. At $R=4$ \AA, $p=0.8/0.9=0.8889$ and $\sqrt{1-p^2}=0.4581$, so
\begin{equation}
V=-\frac2{0.9}\,(0.200+0.970+0.444)=-3.588\ \text{eV}.
\end{equation}
With $t'=-0.5$ eV/\AA\ and $s'=-0.075$ \AA$^{-1}$,
\begin{equation}
F=-0.2291+0.2392=0.0101\ \text{eV/\AA}=0.016\ \text{nN}.
\end{equation}
The explicit part pulls the sites together, because a shorter distance strengthens the hopping. The weight part pushes them apart: at larger $R$ there is less spill, and the same $N$ needs less polarization. Their near cancellation belongs to these parameters, but it shows that the weight term can decide the sign of the force.

If $E$ itself is reported, the multiplier also sets how tightly the constraint must be converged. By \eqref{slope}, a population too large by $0.001$ shifts $E$ by $-V\times0.001=3.6$ meV. Reporting $W$ from \eqref{W}, with its constraint term kept, removes this first-order error.

\section{The coupling element}

\textbf{Q.} Now take state $A$ with the charge on the left and $B$ with it on the right. They are ground states of different Hamiltonians. How can they give a matrix element of one $H$?

\textbf{A.} The difference between the Hamiltonians is known. Suppose first that the states are real, normalized eigenstates,
\begin{equation}
(H+V_Xw)|X\rangle=F_X|X\rangle,\qquad X=A,B .
\end{equation}
For several electrons, $w$ means $\sum_iw(\mathbf r_i)$. The expectation value gives $F_X=E_X+V_XN_X$. Add and subtract $V_Bw$ in front of $|B\rangle$:
\begin{equation}
\langle A|H|B\rangle=\langle A|H+V_Bw|B\rangle-V_B\langle A|w|B\rangle
=F_BS-V_Bw_{AB},
\end{equation}
where $S=\langle A|B\rangle$ and $w_{AB}=\langle A|w|B\rangle$. Acting to the left on $\langle A|$ gives $F_AS-V_Aw_{AB}$. The Wu-Van Voorhis element is the mean:
\begin{equation}
H_{AB}=\frac{F_A+F_B}2\,S-\frac{V_A+V_B}2\,w_{AB}.
\label{WVV}
\end{equation}

\textbf{Q.} For true eigenstates the two forms are equal, so why average?

\textbf{A.} Because Kohn-Sham determinants are not eigenstates of the interacting $H+V_Xw$. One uses density-functional energies in $F_X$ and determinants in $S$ and $w_{AB}$. The two forms may then differ, and the mean treats $A$ and $B$ alike. In that use \eqref{WVV} is an approximation.

\textbf{Q.} $A$ and $B$ overlap. Adding a constant to $H$ changes $H_{AB}$ by that constant times $S$. That cannot be a coupling.

\textbf{A.} It is not yet one. We need orthogonal states in the span of $A$ and $B$, and the weight selects them:
\begin{equation}
\begin{pmatrix}N_A&w_{AB}\\w_{AB}&N_B\end{pmatrix}\mathbf x
=n\begin{pmatrix}1&S\\S&1\end{pmatrix}\mathbf x .
\end{equation}
The solutions have the largest and smallest fragment population available in the span. The coupling $J$ is the off-diagonal element of $H$ between them.

On two sites with $U=0$, any two distinct constrained states span the whole space. The eigenstates of $w$ are then $\phi_1$ and $\phi_2$, and $J=-t$ whatever $N_A$ and $N_B$ were.

For a mirror pair, $N_B=1-N_A$, this can be followed by hand. Let $A=(\alpha,\beta)$ and $B=(\beta,\alpha)$, with $\alpha^2+\beta^2=1$ and $\alpha^2-\beta^2=p$. Then $S=2\alpha\beta=\sqrt{1-p^2}$ and $w_{AB}=\alpha\beta(1-s+s)=S/2$. The site states are
\begin{equation}
\phi_1=\frac{\alpha A-\beta B}p,\qquad\phi_2=\frac{\alpha B-\beta A}p ,
\end{equation}
and, since $p^2=1-S^2$,
\begin{equation}
J=\frac{(\alpha^2+\beta^2)H_{AB}-\alpha\beta(E_A+E_B)}{p^2}
=\frac{H_{AB}-S(E_A+E_B)/2}{1-S^2}.
\label{J}
\end{equation}
A constant added to $H$ now cancels.

With the same $t$, $s$ and $\Delta$, $U=0$ and $N_A=0.9$, the values are $E_A=-0.0513$, $E_B=-0.4068$ and $V_A=-2.6003$ eV, with $S=0.4581$. The form based on $A$ gives
\begin{equation}
H_{AB}=S\big[E_A+V_A(N_A-\tfrac12)\big]
=0.4581\,(-0.0513-1.0401)=-0.500\ \text{eV},
\end{equation}
and \eqref{J} gives $J=(-0.500+0.105)/0.790=-0.500$ eV. That $H_{AB}$ equals $J$ here follows from the choice of a mirror pair and this zero of energy: $\langle A|h|B\rangle=-t(\alpha^2+\beta^2)$, as the site energies cancel. The adiabatic gap is $\sqrt{\Delta^2+4J^2}=1.077$ eV.

\textbf{Q.} L\"owdin orthogonalization would also remove the overlap, without another eigenproblem.

\textbf{A.} It rescales the orthogonal vectors $A+B$ and $A-B$ to equal length and recombines them. For a mirror pair these lie along $(1,1)$ and $(1,-1)$, so the site states return. For other pairs the axes are tilted: site energies leak into the coupling, and the hopping contribution is reduced, the more so the larger the tilt. With $U=0$, $N_A=0.9$ and $N_B=0.2$, L\"owdin gives $-0.455$ eV, while the eigenstates of $w$ give $-0.500$ eV. The leak can have either sign: for $N_A=0.8$ and $N_B=0.1$, L\"owdin gives $-0.528$ eV.

\section{An imperfect functional}

\textbf{Q.} The coupling examples so far had $U=0$. What does self-interaction do to $J$?

\textbf{A.} Keep the mirror pair and switch on $U$. At fixed $N$ the amplitudes do not change, so $S$ and $w_{AB}$ stay as they were. Each energy gains $U(1+p^2)/4$. By \eqref{V}, $V_A$ gains $-Up/(1-2s)$, and $N_A-\tfrac12=(1-2s)p/2$, so $V_A(N_A-\tfrac12)$ gains $-Up^2/2$. State $B$ gives the same, because both factors change sign. Hence
\begin{equation}
H_{AB}=-t+S\Big[\frac U4(1+p^2)-\frac{Up^2}2\Big].
\end{equation}
In \eqref{J} the first term in the bracket cancels against the energy gain, and the rest is divided by $1-S^2=p^2$:
\begin{equation}
J=-t-\frac{US}2 .
\label{JU}
\end{equation}
For this two-site mirror pair and $U>0$, the coupling is too large in magnitude, by an amount proportional to the overlap. For $U=1$ eV:
\begin{center}
\begin{tabular}{cccc}
$N_A$&$S$&$V_A$ (eV)&$J$ (eV)\\
0.80&0.745&$-2.18$&$-0.873$\\
0.90&0.458&$-3.59$&$-0.729$\\
0.94&0.210&$-6.71$&$-0.605$
\end{tabular}
\end{center}
Relative to $t=0.5$ eV, the excess falls from 75\% to 46\% to 21\%.

\textbf{Q.} Then push $N_A$ to its limit and be done with the error.

\textbf{A.} In this model that works for $J$, provided that $N_B=1-N_A$ goes to its own limit at the same time, but at a price. As $N_A\to1-s$, $p\to1$ and $S\to0$, and \eqref{V} gives $V_A\approx-2t/[(1-2s)S]$, which diverges. At $N_A=0.949$, $|V_A|$ is already 18.2 eV. The coupling stays finite because the large multiplier meets a small overlap:
\begin{equation}
V_A(N_A-\tfrac12)S\to-\frac{2t}{(1-2s)S}\,\frac{1-2s}2\,S=-t .
\end{equation}
Beyond $1-s$ no state satisfies the constraint. The recipe also relies on the two-orbital space. For a mirror pair in the two-well grid example with $K=0$, where there is no self-interaction to remove, $|J|$ falls from about $0.13$ hartree at $N_A=0.7$ to $0.10$ at $0.9$ and $0.05$ at $0.95$, while half the gap between the two lowest levels of $H$ is $0.13$ hartree.

\textbf{Q.} Can I at least use the disagreement between the two forms as an error estimate?

\textbf{A.} Not safely. For $U=1$ eV, $N_A=0.9$ and $N_B=0.2$, the form based on $A$ gives $-0.343$ eV and that based on $B$ gives $-0.431$ eV. Their $U=0$ parts both equal $\langle A|h|B\rangle$, so the difference comes from $U$: each state feels its own mean field. The mean leads to $J=-0.791$ eV, far from $-0.5$ eV. For the mirror pair, however, the two forms agree, and $J$ at $N_A=0.9$ is still 46\% too large. Disagreement reveals an inconsistency; agreement does not establish accuracy.

\textbf{Q.} Where else should I distrust the construction?

\textbf{A.} When $A$ and $B$ become alike, $1-S^2$ in \eqref{J} tends to zero and small errors in $H_{AB}$ are magnified. When $s\to\tfrac12$, the weight no longer distinguishes the sites, and the prefactor in \eqref{V} diverges. In a larger orbital space, two constrained states need not span the same plane for different $N_A$ and $N_B$, so the independence found at $U=0$ is not guaranteed. There one should vary the constraints and the weight and see how far $J$ moves. The force \eqref{force} does not require a perfect functional: it is the derivative of whichever constrained energy is used, provided that the minimum is smooth and nondegenerate.

All numerical values are calculated from the stated model.
